Dissociative adsorption on shared sites and the square-root pressure law

**1. Definitions and conventions**

A gas of diatomic molecules A₂ is in contact with a surface that has M equivalent adsorption sites. A molecule that adsorbs breaks up and places one atom on each of two empty sites:

A₂(gas) + 2 empty sites ⇌ 2 A(adsorbed).

With N adsorbed atoms, the coverage is θ = N/M. The gas pressure is P, the temperature of both gas and surface is T, and k is Boltzmann's constant.

The model assumes that a site holds at most one atom, that adsorbed atoms do not interact otherwise, and that the gas is ideal. The surface is large and connected, and atoms can hop across it, so the two atoms of a molecule need not stay together.

The energy zero is a gas molecule at rest in its lowest internal state. Two adsorbed atoms in their lowest vibrational states have energy −Q, so each contributes −Q/2. Zero-point energies are thus already contained in Q, the heat released per molecule at zero temperature.

The result to be derived is

θ = s/(1 + s), with s = √(KP),

where K depends on temperature and has the unit of inverse pressure. For s ≪ 1 it becomes θ ≈ √(KP). This is a statement about equilibrium coverage. The initial rate of uptake obeys a different law, found in part 5.

**2. Chemical potential of the adsorbed atoms**

The N atoms can be placed on M sites in

W = M!/[N!(M − N)!]

ways. Let q be the partition function of one adsorbed atom, covering its vibrations and nuclear spin, with energies counted from its ground state. The free energy of the layer is

F = −kT ln W − N kT ln q − NQ/2.

For large numbers, Stirling's formula ln n! ≈ n ln n − n gives

ln W ≈ M ln M − N ln N − (M − N) ln(M − N).

The terms linear in M and N have cancelled. Differentiating with respect to N,

∂ln W/∂N = −ln N − 1 + ln(M − N) + 1 = ln[(1 − θ)/θ].

The chemical potential μ_A = ∂F/∂N is therefore

μ_A = kT ln[θ/((1 − θ)q)] − Q/2.

The factor θ/(1 − θ) is the cost of finding room. Adding an atom to a nearly empty surface gains much entropy; adding one to a nearly full surface loses it.

**3. The gas and the equilibrium condition**

A molecule of mass m has the thermal wavelength

λ = h/√(2πmkT).

Let z be its rotational and nuclear-spin sum. Molecular vibration is taken to be in its ground state. For G molecules in volume V the partition function is (zV/λ³)^G/G!, so that

F_gas = −kT[G ln(zV/λ³) − G ln G + G].

Its derivative with respect to G is

μ_gas = −kT[ln(zV/λ³) − ln G − 1 + 1] = −kT ln[zV/(Gλ³)].

The ideal-gas law gives V/G = kT/P, and hence

μ_gas = −kT ln[kTz/(Pλ³)].

When one molecule adsorbs, G falls by one and N rises by two. The total free energy is stationary when 2μ_A = μ_gas:

2kT ln[θ/((1 − θ)q)] − Q = −kT ln[kTz/(Pλ³)].

Move Q to the right, divide by kT and exponentiate:

θ²/[(1 − θ)²q²] = exp(Q/kT) Pλ³/(kTz).

Multiplication by q² gives

θ²/(1 − θ)² = KP,

K = q²λ³ exp(Q/kT)/(kTz).

Since θ lies between 0 and 1, the ratio θ/(1 − θ) is positive and the positive root applies. With s = √(KP),

θ = s(1 − θ), so θ(1 + s) = s, and θ = s/(1 + s).

The square root comes from the factor 2 in 2μ_A. If the molecule stayed whole and occupied one site, the condition would be μ_ads = μ_gas, and θ/(1 − θ) would be proportional to P itself.

The derivation was tested by summing over all divisions of hydrogen between a closed gas volume and 20,000 sites, with explicit translational and vibrational levels. The gas held about 20,000 molecules at 400 K. For four pressures from 10⁻⁸ to 3×10⁻² Torr, the summed coverage differed from the formula by at most 2.9×10⁻⁵ of its value.

**4. Low and high pressure**

For s ≪ 1,

θ = s(1 − s + …) ≈ √(KP).

The error of this approximation follows from √(KP)/θ = 1 + s. The square-root law overestimates the coverage by the fraction s, relative to the full isotherm. An error below 10% requires s < 0.1, or P < 0.01/K.

The exponent that would be read from a logarithmic plot is also simple. From ln θ = ln s − ln(1 + s),

d ln θ/d ln s = 1 − s/(1 + s) = 1 − θ.

At fixed temperature ln s = ½ ln P + constant, so

d ln θ/d ln P = (1 − θ)/2.

The exponent is ½ on an almost bare surface and falls towards zero as the surface fills.

In the opposite limit, s ≫ 1, the bare fraction is the useful quantity:

1 − θ = 1/(1 + s) ≈ 1/√(KP).

It too varies slowly: a hundredfold rise in pressure reduces the bare fraction tenfold.

**5. How the coverage is reached**

Molecules strike a unit area at the rate J. With number density n = P/(kT) and the Maxwell distribution of the velocity v normal to the surface,

J = n ∫₀^∞ v √(m/2πkT) exp(−mv²/2kT) dv.

The integral of v exp(−mv²/2kT) is kT/m, so

J = (P/kT)√(kT/2πm) = P/√(2πmkT).

Let N_s be the number of sites per unit area and S₀ the probability that a molecule striking the bare surface adsorbs. Adsorption needs two neighbouring empty sites. If hopping keeps the atoms randomly mixed, that probability is (1 − θ)². Desorption needs two neighbouring atoms, with probability θ². Writing d for the desorption rate constant,

dθ/dt = a(1 − θ)² − d·θ²,

a = 2S₀J/N_s.

The factor 2 counts the atoms delivered by each molecule. At equilibrium the two terms are equal, so a/d = θ²/(1 − θ)² = KP. Since a is proportional to P, the constant d = a/(KP) does not depend on pressure.

Set u = θ/(1 − θ). Then

du/dt = [(1 − θ) + θ]/(1 − θ)² · dθ/dt = a − d·u².

For a surface that is bare at t = 0, the solution is

u = s tanh(√(ad) t).

To verify it, note that s√(ad) = √(a/d)√(ad) = a. The left side is then a[1 − tanh²(√(ad) t)], and the right side is a − d(a/d)tanh²(√(ad) t), which is the same.

At short times, when both √(ad) t and at are small, u ≈ at and θ ≈ at. Early uptake is therefore linear in pressure, because it counts arriving molecules and desorption has not yet begun to matter. Numerical integration for the hydrogen example below, at 400 K and a fixed short time, gave 1.9997 times the coverage when the pressure was doubled from 10⁻⁸ Torr. At equilibrium in the low-pressure regime the factor would be close to √2.

At late times tanh x ≈ 1 − 2exp(−2x), so the remaining gap decays with the time constant

τ = 1/(2√(ad)).

With d fixed and a ∝ P, τ varies as 1/√P. Low pressures thus give low coverages and also long waits.

**6. Why the sites must be shared**

The phrase "two empty sites" admits a reading for which the square-root law is false. Suppose each site has one fixed partner and atoms cannot leave their pair. A pair is then either empty or full. The full state has statistical weight KP relative to the empty one, so

θ = KP/(1 + KP).

This is linear at low pressure. The two atoms remain a unit and gain no entropy by separating.

A closed patch of M sites shows how one law turns into the other. Atoms hop within the patch but cannot leave it, and it starts empty. They arrive and depart in twos, so N stays even. Each adsorbed pair carries the factor KP = s², and N atoms have the weight W s^N. The partition sum over even N is

Z = ½[(1 + s)^M + (1 − s)^M],

because the odd powers cancel. The mean number of atoms is s·d ln Z/ds, which gives

θ = s[(1 + s)^(M−1) − (1 − s)^(M−1)]/[(1 + s)^M + (1 − s)^M].

For M = 2 the numerator is 2s² and the denominator 2 + 2s², which returns KP/(1 + KP). For fixed M and s → 0, the bracket in the numerator tends to 2(M − 1)s and the denominator to 2. Hence

θ → (M − 1)s² = (M − 1)KP,

again linear in pressure. For small s and large M, (1 ± s)^M ≈ exp(±Ms − Ms²/2). The factor exp(−Ms²/2) is common to numerator and denominator and cancels, so that

θ ≈ s tanh(Ms).

The hyperbolic tangent is within 1% of one once Ms exceeds about 2.7. Besides s ≪ 1, the square-root law therefore requires a patch that holds at least a few atoms on average. The order of limits matters, with the surface made large before the pressure is made small.

A stochastic simulation with 100,000 sites showed the same distinction. It used a = 0.25 and d = 1 in inverse time units, started from a bare surface and ran to t = 6. With the atoms reshuffled at every step the coverage was 0.3322, equal to the tanh law to the digits given. At t = 1 it was 0.1859 against 0.1877. With fixed pairs and the same rates it was 0.1975 at t = 6, against KP/(1 + KP) = 0.2000. The scatter between runs of this size is about 0.002, which covers these differences and makes the four-digit agreement at t = 6 a matter of chance.

**7. Worked example: hydrogen on a ruthenium cap**

Mirrors for extreme-ultraviolet lithography can carry a thin ruthenium cap and work in low-pressure hydrogen. The example uses rough typical values: Q = 1.0 eV, N_s = 1.6×10¹⁹ m⁻² and S₀ = 0.25. The three vibrational quanta of an adsorbed atom are 0.14, 0.10 and 0.10 eV. The whole chamber is first taken at 400 K, as in a mild bake, so that gas and surface share one temperature.

At 400 K, kT = 0.03447 eV, λ = 0.06148 nm, z = 10.045 and q = 2.279. Both z and q include nuclear spin. The value of z is for a rigid rotor with a bond length of 0.075 nm; the measured rotational levels give about 10.13, which would lower K by about 1%. The pieces of K are

q² = 5.19,

exp(Q/kT) = exp(29.01) = 3.97×10¹²,

kTz/λ³ = 0.03447 × 10.045/(2.324×10⁻⁴) = 1490 eV/nm³.

One eV/nm³ is 1.202×10⁶ Torr, so the last quantity is 1.79×10⁹ Torr. Therefore

K = 5.19 × 3.97×10¹²/(1.79×10⁹ Torr) ≈ 1.15×10⁴ Torr⁻¹.

The surface is half covered at P = 1/K = 8.7×10⁻⁵ Torr. At 10⁻⁸ Torr,

s = √(1.153×10⁴ × 10⁻⁸) = 0.01074,

θ = 0.01074/1.01074 = 0.0106.

At 10⁻¹⁰ Torr the coverage is 0.00107. A hundredfold reduction in pressure has removed only about nine tenths of the hydrogen. The square-root law holds within 10% below 0.01/K, or about 9×10⁻⁷ Torr.

At 300 K, K rises to 4.13×10⁸ Torr⁻¹, and half coverage moves down to 2.4×10⁻⁹ Torr. At 10⁻⁸ Torr the coverage is now 0.67. Even at 10⁻¹⁰ Torr, s = 0.203 and θ = 0.169, so the square-root law is 20% too high. Ordinary ultrahigh vacuum is not automatically the low-pressure regime; the test is KP, not P.

The approach times also differ strongly. For 10⁻⁸ Torr at 400 K, a = 3.87×10⁻³ s⁻¹, so √(ad) = a/s = 0.360 s⁻¹ and τ = 1.39 s. Starting bare, 90% of the equilibrium coverage is reached in 4.1 s. At the same pressure and 300 K this takes 441 s, and at 10⁻¹⁰ Torr and 300 K it takes 6300 s, or about 1.8 hours. These times are for non-interacting atoms. If the repulsion of part 8 acts by speeding desorption, leaving adsorption on an empty pair unchanged, the two times at 300 K shorten to roughly 110 s and 3700 s. A measurement made within the first hundredth of these times would record arrival, which is nearly linear in P, rather than the isotherm.

**8. What the model leaves out**

Repulsion between neighbours is a large correction at moderate and high coverage. Let each neighbouring pair of atoms cost ε = 0.02 eV, a rough value, on a triangular lattice with six neighbours per site. There are 3M neighbouring pairs of sites. To second order in s, with all N allowed, the partition sum is

Z = 1 + Ms + s²[M(M − 1)/2 − 3M(1 − f)],

where f = exp(−ε/kT). Taking the logarithm subtracts M²s²/2:

ln Z = Ms − s²M[½ + 3(1 − f)].

The coverage (s/M) d ln Z/ds is then

θ = s − s²[1 + 6(1 − f)].

The leading term is untouched, so the square-root law survives this repulsion at low coverage, though its range shrinks. At 400 K, f = 0.56 and the bracket is 3.6 instead of 1. The square-root law then stays within 10% only for s below about 0.028, or pressures below about 7×10⁻⁸ Torr. Full enumeration of a periodic lattice of 16 sites gave the exponent 0.4974 between s = 0.001 and s = 0.002.

At higher coverage the same enumeration shows large changes. At 400 K and 10⁻⁴ Torr the coverage falls from 0.518 to 0.293. At 300 K and 10⁻⁸ Torr it falls from 0.67 to 0.33. Larger lattices give the same coverages to within 0.001. It is the rough value of ε and the restriction to nearest neighbours that make these estimates of size, not precise predictions.

The heat Q matters at every pressure below saturation. Since s contains exp(Q/2kT), a change of 0.1 eV at 400 K alters s by the factor exp(0.1/0.06894) = 4.3. At 10⁻⁸ Torr the coverage becomes 0.0025 for Q = 0.9 eV and 0.044 for Q = 1.1 eV. The absolute coverages at low pressure are therefore order-of-magnitude estimates; the low-pressure exponent does not depend on Q.

Confinement matters if contamination divides the surface into closed patches. At 400 K and 10⁻⁸ Torr, a patch of 100 sites has Ms = 1.07 and holds 79% of the large-surface coverage. A patch of 20 sites holds 20%, while for 1000 sites the correction is invisible at four decimals.

Three other simplifications do little harm for these numbers. With an assumed hopping barrier of 0.2 eV and attempt rate of 10¹³ s⁻¹, atoms hop 3×10¹⁰ times per second at 400 K, while d is 34 s⁻¹. This supports the assumption of random mixing. Intact water molecules at 10⁻⁸ Torr, bound by an assumed 0.5 eV, with the same attempt rate for desorption and every arriving molecule sticking, would cover about 5×10⁻¹⁰ of the sites at 400 K. The thermal factor for exciting molecular vibration, with a quantum of roughly 0.5 eV, is 5×10⁻⁷.

**9. The mirror in use**

A hydrogen pressure of 0.03 Torr, or 4 Pa, is of the order used in extreme-ultraviolet scanners, whose mirrors work near room temperature. At 300 K the ideal model gives s = 3520 and a bare fraction of 2.8×10⁻⁴. The cap is then far from the square-root regime. Real devices break the assumption of non-interacting atoms: the repulsion above lowers the coverage to about 0.97 and raises the bare fraction to about 0.03, a hundredfold change. They also break equilibrium, because the light and the plasma it creates produce atomic hydrogen. An arriving atom can stick to an empty site or remove an adsorbed atom as H₂. Carbon and oxygen on the cap, different kinds of site, and hydrogen passing into the layers below are also absent from the model.

The effect of the atoms can be estimated without repulsion. Let b be their arrival rate per site, with sticking probability 1 on an empty site and removal probability 0.3 on an occupied one. The steady state obeys

a(1 − θ)² + b(1 − θ) = d·θ² + 0.3b·θ.

Take the atomic pressure to be 10⁻⁴ of the molecular pressure, an assumed value. An atom has half the mass of a molecule, so its flux at equal pressure is √2 times larger, and

b/a = 10⁻⁴ × √2/(2 × 0.25) = 2.8×10⁻⁴.

On the nearly full surface, thermal desorption contributes d/a = 1/s² = 8×10⁻⁸ to the loss, while removal by atoms contributes 0.3b/a = 8.5×10⁻⁵. Without repulsion, removal dominates by a factor of about a thousand. The ranking depends on that assumption: if the repulsion of part 8 acts by speeding desorption, the thermal loss rises to about 3×10⁻⁴ in the same units, some four times the removal term, and the atoms move the bare fraction only from 0.026 to 0.029. The non-interacting case is continued here. Solving the balance gives a bare fraction of 9.0×10⁻³, about 32 times the equilibrium value. Without repulsion, then, an atomic share of 10⁻⁴ would be enough to control the number of empty sites, where other molecules could adsorb. The result is still below the bare fraction of about 0.03 that repulsion alone gives at equilibrium, so this estimate does not settle which effect controls the empty sites of a real cap. The numerical output lists the equilibrium coverages at the other pressures, with and without repulsion but without atomic hydrogen.

Calculated quantities

```
INPUTS (rough typical values)
heat per molecule 1.00 eV; H2 bond 0.075 nm
adatom quanta 0.14 0.10 0.10 eV
sites 1.60e+19 per m2; sticking 0.25
T = 400 K: kT = 0.03447 eV
  thermal wavelength 0.06148 nm
  rotation-spin sum 10.045, adatom sum 2.279
  K = 1.1532e+04 1/Torr, 1/K = 8.6719e-05 Torr
  P/Torr, sqrt(KP), theta, exponent, theta with repulsion
  1e-10 0.0010739 0.00107 0.49946 0.00107
  1e-08 0.010739 0.01062 0.49469 0.01034
  1e-06 0.10739 0.09697 0.45151 0.07912
  1e-04 1.0739 0.51781 0.24110 0.29349
  3e-02 18.6 0.94898 0.02551 0.64811
T = 300 K: kT = 0.02585 eV
  thermal wavelength 0.07100 nm
  rotation-spin sum 7.712, adatom sum 2.096
  K = 4.1315e+08 1/Torr, 1/K = 2.4205e-09 Torr
  P/Torr, sqrt(KP), theta, exponent, theta with repulsion
  1e-10 0.20326 0.16892 0.41554 0.11702
  1e-08 2.0326 0.67025 0.16488 0.32895
  1e-06 20.326 0.95311 0.02345 0.57406
  1e-04 203.26 0.99510 0.00245 0.80692
  3e-02 3520.6 0.99972 0.00014 0.97371
APPROACH FROM A BARE SURFACE
400 K, 1e-08 Torr: a = 3.866e-03 1/s, tau = 1.389 s, t90 = 4.075 s
300 K, 1e-08 Torr: a = 4.464e-03 1/s, tau = 227.7 s, t90 = 440.9 s
300 K, 1e-10 Torr: a = 4.464e-05 1/s, tau = 2277 s, t90 = 6306 s
early uptake ratio when P doubles: 1.9997
TESTS (dimensionless)
largest relative error, closed box: 2.9e-05
mixed, a=0.25 d=1, t=1: simulated 0.1859, law 0.1877
mixed, t=6: simulated 0.3322, law 0.3322
fixed pairs, t=6: simulated 0.1975, KP/(1+KP) 0.2000
NEGLECTED EFFECTS
repulsion per neighbour pair 0.020 eV; low-P exponent 0.4974
400 K, 1e-8 Torr, heat 0.9 eV: theta 0.00251
400 K, 1e-8 Torr, heat 1.1 eV: theta 0.04380
same, closed patch of 20 sites: theta/Langmuir 0.2030
same, closed patch of 100 sites: theta/Langmuir 0.7887
same, closed patch of 1000 sites: theta/Langmuir 1.0000
400 K hop rate (1e13 1/s, 0.2 eV) 3.02e+10 1/s; d 33.5 1/s
water, 1e-8 Torr, 0.5 eV, 400 K: coverage 5.2e-10
H2 vibration (0.5 eV) excited at 400 K: 5.0e-07
H atoms: pressure share 1e-04, sticking 1, abstraction 0.3
300 K, 0.03 Torr bare fraction: equilibrium 2.84e-04, with H atoms 9.03e-03
```
